Chebyshev moments needed for 10 meV resolution with the Jackson kernel

**Question.** The density of states of a two-dimensional channel material is computed by expanding it in Chebyshev polynomials of a tight-binding Hamiltonian, damped with the Jackson kernel. The energy window has a half-width of 4 eV. How many moments give a resolution of 10 meV at the band centre, and how does that number scale?

**Answer.** "Resolution" first needs a meaning. Here it is the standard deviation σ_E of the peak into which the expansion turns one sharp level. Two stricter meanings are treated further on.

**The broadened level**

Let W be the half-width of the window, and let x = E/W, so that all levels lie inside −1 < x < 1. The Chebyshev polynomials are T_n(cos θ) = cos nθ. They obey

∫ T_m T_n dx / [π√(1−x²)] = 0 for m ≠ n, 1 for m = n = 0, and 1/2 for m = n > 0.

A level at x = a has the moments ∫ δ(x−a) T_n(x) dx = T_n(a). Keeping N of them, of orders 0 to N−1, and damping each by a factor g_n with g_0 = 1, we get

D(x;a) = [1 + 2 Σ g_n T_n(a) T_n(x)] / [π√(1−x²)], n = 1 … N−1.

With x = cos θ and a = cos α, the identity 2 cos nα cos nθ = cos n(θ−α) + cos n(θ+α) turns this into

D = [h(θ−α) + h(θ+α)] / (2π sin θ),
h(φ) = 1 + 2 Σ g_n cos nφ.

A density of states must not be negative. This is secured by writing h as a square with real coefficients c_ν, ν = 0 … N−1:

h(φ) = |Σ c_ν exp(iνφ)|².

Multiplying out and collecting terms with equal index difference gives

Σ c_ν² = 1, g_n = Σ c_ν c_(ν+n).

The peak should also be narrow. The average of 1 − cos φ with weight h/2π is 1 − g_1, so we maximise g_1 = Σ c_ν c_(ν+1) at fixed Σ c_ν² = 1. With a Lagrange multiplier λ the condition is

(c_(ν−1) + c_(ν+1))/2 = λ c_ν, c_(−1) = c_N = 0.

Multiplying by c_ν and summing shows that g_1 = λ. The solutions are sines vanishing at both ends, with λ = cos[jπ/(N+1)], j = 1 … N. The largest λ has j = 1. With q = π/(N+1),

c_ν = √(2/(N+1)) sin[(ν+1)q], g_1 = cos q.

The prefactor follows from Σ sin²(kq) = (N+1)/2 for k = 1 … N, since the cosines of 2kq sum to zero over a full circle.

For the other factors, write the product of sines as a difference of cosines:

g_n = [1/(N+1)] Σ {cos nq − cos[(2k+n)q]}, k = 1 … N−n.

The second sum telescopes after multiplication by 2 sin q, because 2 sin q cos[(2k+n)q] = sin[(2k+n+1)q] − sin[(2k+n−1)q]. What remains is sin[(2N−n+1)q] − sin[(n+1)q]. As 2(N+1)q = 2π, the first term equals −sin[(n+1)q], and the sum of cosines is −sin[(n+1)q]/sin q. Hence

g_n = {(N−n) cos nq + sin[(n+1)q]/sin q}/(N+1)
= [(N−n+1) cos nq + sin nq cot q]/(N+1).

These are the Jackson factors. For n = 2, sin 2q cot q = 2cos²q = 1 + cos 2q, so

g_2 = (1 + N cos 2q)/(N+1).

**The width**

Orthogonality gives ∫ T_n(x) D dx = g_n T_n(a). Since x = T_1 and x² = (1+T_2)/2, the mean is g_1 a, and the variance is

σ_x² = [1 + g_2(2a²−1)]/2 − g_1²a²
= (1−g_2)/2 + a²(g_2−g_1²).

The two brackets are

1 − g_2 = N(1−cos 2q)/(N+1) = 2N sin²q/(N+1),

g_2 − g_1² = [1 + N(2cos²q−1) − (N+1)cos²q]/(N+1)
= −(N−1) sin²q/(N+1).

Therefore

σ_x² = sin²q [N − (N−1)a²]/(N+1).

At the band centre a = 0, and in energy

σ_E = W √(N/(N+1)) sin[π/(N+1)].

For large N the sine equals its argument and the root is 1 − 1/[2(N+1)], up to smaller terms. This gives

σ_E ≈ πW/(N+3/2) ≈ πW/N.

For the numbers asked,

N ≈ πW/σ_E = π × 4000 meV / 10 meV = 1256.6,

or roughly 1260. The unapproximated width is 10.0011 meV for 1255 moments and 9.9931 meV for 1256, so 1256 is the smallest sufficient count.

**Why it scales this way**

The count is proportional to W/σ_E: halving the width doubles it, and so does doubling the window. Near the centre arccos x ≈ π/2 − x, so T_n(x) ≈ cos(nπ/2 − nE/W). The phase nE/W is that of a state of energy E after a time ħn/W. The expansion thus follows the motion for a time of about ħN/W, and σ_E is π times ħ divided by that time.

The resolution is not uniform. Away from the edges and for large N, the variance formula gives σ_E ≈ (πW/N)√(1−E²/W²). With 1256 moments the width is 8.66 meV at 2.0 eV and 5.65 meV at 3.3 eV. At the window edge, a = 1, it becomes W sin q/√(N+1), which falls as N^(−3/2). The band centre is therefore the most demanding place.

The W in these formulas is the half-width used for scaling. If the spectrum itself fills ±4 eV and the window is made 1 % wider for safety, 1268 moments are needed. Too narrow a window is worse than a wide one: for |x| > 1, |T_n(x)| = cosh(n arccosh|x|) grows exponentially with n and the recursion diverges.

**Two stricter meanings of resolution**

These need the shape of the peak. Put u = (N+1)x at a = 0. For large N the sum over ν becomes an integral over s = (ν+1)/(N+1):

∫₀¹ sin(πs) exp(ius) ds = π(1+exp(iu))/(π²−u²).

Its squared modulus is 4π²cos²(u/2)/(π²−u²)². Close to the centre only one of the two h terms matters, and h ≈ 2(N+1) times this squared modulus. Dividing by 2π(N+1), where the N+1 comes from dx = du/(N+1), gives the density in u:

p(u) = (4/π³) cos²(u/2)/(1−u²/π²)².

Far out, where cos² averages to 1/2, the peak falls as 2π/u⁴, much more slowly than a Gaussian.

Solved numerically, p(u) = p(0)/2 gives u = 3.7352. The full width at half maximum is then 2 × 3.7352 W/(N+1), or 2.38 σ_E. Setting it to 10 meV gives N + 1 = 2 × 3.7352 × 400 = 2988.2, so 2988 moments are needed.

Two equal levels a distance d apart show two maxima when their summed curve has positive curvature at the midpoint. The midpoint must then lie beyond the inflection point of each peak, found numerically at u = 3.3814. The least separation is 2 × 3.3814 W/(N+1), or 2.15 σ_E. For levels 10 meV apart the threshold is N = 2705. With 1256 moments such a pair merges into one peak, and a separation of about 21.5 meV is needed to see two.

**A silicon monolayer**

Take free-standing silicene with one orbital per atom on a honeycomb lattice. The nearest-neighbour hopping t = 1.1 eV and lattice constant b = 0.39 nm are rough typical values. With crystal phases φ₁ and φ₂ the bands are

E = ±t |1 + exp(iφ₁) + exp(iφ₂)|,

so the clean spectrum reaches ±3t = ±3.3 eV. A window of ±4 eV leaves room for on-site shifts smaller than 0.7 eV, because the norm of a sum of operators is at most the sum of their norms.

The bands touch at φ₁ = −φ₂ = ±2π/3. Small phase changes δ₁, δ₂ give E² = t²(δ₁²+δ₂²−δ₁δ₂). For lattice vectors of length b at 60° this equals (3/4)b²t²k², where k is the wavevector measured from the touching point. One such valley holds, per cell of area √3b²/2 and per spin,

(√3b²/2) πk²/(4π²) = E²/(2√3πt²)

states between zero and |E|. Doubling for two valleys, differentiating, and dividing by two atoms per cell gives

ρ(E) = |E|/(√3πt²) = 0.152 |E| per eV² per atom per spin.

The true density vanishes at E = 0, but the kernel fills the zero with neighbouring states. The false value is the slope times the mean |E| of the peak. Numerical integration of |u|p(u) gives 2.4306, so with 1256 moments

⟨|E|⟩ = 2.4306 × 4000 meV/1257 = 7.73 meV,
ρ_false(0) = 0.1519 × 0.00773 = 1.2 × 10⁻³ per eV per atom per spin.

This equals the true density at 7.7 meV. It must not be read as a residual metallic density.

The role of W can be seen directly on the lattice. A Chebyshev recursion with 400 moments was started on one atom of a periodic sheet too large for any path to wind around it. It gives ρ(0) = 0.00369 per eV for W = 4 eV and 0.00739 per eV for W = 8 eV. The slope formula gives 0.00368 and 0.00736. The Hamiltonian and N are the same in both runs, so the doubling comes from the window alone.

**Cost and sample size**

Let v_n = T_n(H/W)v_0, with v_0 normalised. From 2T_n² = T_(2n) + 1 and 2T_nT_(n−1) = T_(2n−1) + T_1,

μ_(2n) = 2⟨v_n|v_n⟩ − μ_0, μ_(2n−1) = 2⟨v_n|v_(n−1)⟩ − μ_1.

Each application of H thus yields two moments, and 1256 moments take 628 applications per start vector. If random vectors estimate the trace, their statistical noise is a separate error.

More moments do not help once they resolve the discrete levels of a finite sample. On a periodic sheet with n_c cells per side, the smallest step in k is 4π/(√3b n_c). Since E = (√3/2)bt k, the first level above zero lies near

E₁ = 2πt/n_c,

provided the touching points are among the allowed k, which requires n_c to be a multiple of 3. Setting E₁ = 10 meV gives n_c ≈ 691. The next multiple of 3 is 693: a sheet 270 nm on a side with about 960,000 atoms and E₁ = 9.97 meV. There the level spacing matches σ_E, and for the clean sheet this is enough. A moment of order n involves closed paths of at most n hops, and a path around the sheet needs at least 2n_c = 1386. The highest order used is 1255, so all 1256 moments equal those of an infinite sheet.

**What the real material changes**

The chosen hopping and lattice constant are not far from typical, but the one-orbital model describes silicene only near the band centre. A basis with s and p orbitals needs a wider window. A half-width of 10 eV, for example, would raise the count at the window centre to 3141. This value only illustrates the scaling: the window must enclose the lowest and highest eigenvalues of the Hamiltonian actually used, and for silicene with s and p orbitals these can lie more than 20 eV apart. Silicene is commonly grown on metals, whose hybridisation with the sheet can remove the simple linear bands. The kernel width still follows from W and N, but the estimate of ρ_false(0) then fails.

Other broadenings decide whether 10 meV is worth having. At 300 K, kT = 25.85 meV. The thermal weight −df/dE, with f the Fermi function, has variance π²(kT)²/3, hence a standard deviation of 46.9 meV. Variances add under convolution, so the kernel raises the total to √(46.9² + 10.0²) ≈ 48 meV, about 2 %. For a thermally averaged density of states at room temperature, 1256 moments are ample. A state whose population decays with a round lifetime τ = 100 fs has a Lorentzian half-width ħ/(2τ) = 3.3 meV, below the kernel width. The spin-orbit gap of silicene, roughly 2 meV, is hidden: bringing σ_E down to 2 meV takes 6282 moments, and a σ_E equal to the gap is still too coarse to show it clearly.
